Hirshfeld's Stockholder Partition as a Minimum of Information Distance

**Q.** You want to tell me how much charge tungsten gives up to fluorine in WF₆. The molecule has one electron density, with no labels on it saying which atom owns what. What problem are you solving when you cut it up?

**A.** A problem with three inputs. The first is the molecular density ρ(r) ≥ 0, holding N electrons. The second is a set of reference densities ρ_A⁰(r) ≥ 0, one free atom placed at each nucleus and then held fixed. The third is a measure of how far an atomic density ρ_A lies from its reference. I write the sum of the references, the promolecular density, as

ρ⁰(r) = Σ_A ρ_A⁰(r),

and assume ρ⁰ > 0 wherever ρ > 0. The allowed atomic densities are non-negative and satisfy

Σ_A ρ_A(r) = ρ(r) at every point r.

Among them I look for the set that minimises the summed Kullback-Leibler distance

S = ∫ Σ_A ρ_A ln(ρ_A/ρ_A⁰) dr.

The logarithm is natural and 0 ln 0 = 0. If an atom has density where its own reference vanishes, the integrand is infinite. Since ρ_A counts electrons, S has the unit electron × nat; it is not an energy.

**Q.** The constraint holds at infinitely many points. How do you find a candidate?

**A.** With one Lagrange multiplier λ(r) for each point:

L = S − ∫ λ(r) [Σ_A ρ_A(r) − ρ(r)] dr.

The derivative of x ln(x/y) with respect to x is ln(x/y) + 1. Where the densities are positive, stationarity therefore requires

ln(ρ_A/ρ_A⁰) + 1 − λ(r) = 0,

ρ_A = ρ_A⁰ exp[λ(r) − 1].

The exponential carries no atom label. Summing over atoms and using the constraint gives

ρ = ρ⁰ exp[λ(r) − 1], so exp[λ(r) − 1] = ρ/ρ⁰.

The candidate, marked H for Hirshfeld, is

ρ_A^H(r) = ρ(r) ρ_A⁰(r)/ρ⁰(r).

This is the stockholder rule. Each atom contributes ρ_A⁰ to the promolecule as capital, and it receives the same fraction of the actual density.

**Q.** A stationary point could be a maximum or a saddle, and your derivative fails where a density is zero. Where is the proof of a minimum?

**A.** It needs no derivative of S. Take any allowed partition with finite integrand. From the candidate,

ρ_A⁰ = ρ_A^H ρ⁰/ρ wherever ρ > 0.

Hence

ln(ρ_A/ρ_A⁰) = ln(ρ_A/ρ_A^H) + ln(ρ/ρ⁰).

Multiply by ρ_A and sum. The last logarithm is common to all atoms, so the constraint turns its coefficient Σ_A ρ_A into ρ:

S = ∫ ρ ln(ρ/ρ⁰) dr + ∫ Σ_A ρ_A ln(ρ_A/ρ_A^H) dr.

The first integral depends on the molecule and the references, not on the partition. I assume that it is finite. All the freedom sits in the second.

**Q.** An individual term x ln(x/y) can be negative. Why can't the second integral be negative too?

**A.** Because both sets of densities have the same sum. For y > 0 put t = x/y. Then

x ln(x/y) − x + y = y g(t), g(t) = t ln t − t + 1.

The derivative is g′(t) = ln t, negative for t < 1 and positive for t > 1. So g has its unique minimum at t = 1, where g(1) = 0; at the edge, g(0) = 1. Therefore

x ln(x/y) ≥ x − y, with equality if and only if x = y.

Set x = ρ_A and y = ρ_A^H and sum at one point:

Σ_A ρ_A ln(ρ_A/ρ_A^H) ≥ Σ_A ρ_A − Σ_A ρ_A^H = ρ − ρ = 0.

The second integrand is non-negative at every point. It vanishes when every ρ_A equals ρ_A^H, and in no other case. Thus

S_min = ∫ ρ ln(ρ/ρ⁰) dr,

and the minimiser is unique, apart from changes on a set of zero volume.

The zeros cause no gap. Where ρ_A⁰ = 0, the rule gives ρ_A^H = 0, and a competitor with density there on a finite volume has infinite S. Where ρ = 0, non-negativity forces every ρ_A to zero.

**Q.** Show me the rule at one point of a real molecule.

**A.** I take an isolated, octahedral WF₆ with W-F distance 1.80 Å, a chosen round value. The density comes from the PBE functional in the def2-SVP basis. A core potential replaces 60 tungsten electrons, leaving 14 on W and 9 on each F, 68 in all. The references are spherical, spin-restricted PBE atoms in the same basis, with W 5d⁴6s² and F 2s²2p⁵.

At the midpoint of one bond, 0.90 Å from both nuclei, the references in e/Å³ are 0.9910 from W, 0.3144 from the bonded F and 0.0009 from the other five F atoms. Their sum is ρ⁰ = 1.3064 to rounding, while the molecular density is ρ = 1.2666. The common factor is

ρ/ρ⁰ = 1.2666/1.3064 = 0.970,

and the assigned densities are

W: 0.970 × 0.9910 = 0.961 e/Å³,

bonded F: 0.970 × 0.3144 = 0.305 e/Å³.

Tungsten receives 76% of the density and the bonded fluorine 24%. The midpoint is no border between atoms: the shares follow the references, and here the W reference is about three times larger.

**Q.** You have applied the formula. Does a minimiser that doesn't know the formula find the same shares?

**A.** Yes. At three points the seven shares were varied directly, starting from equal values, to minimise Σ_A ρ_A ln(ρ_A/ρ_A⁰) at fixed ρ. The points were this midpoint, the midpoint between two neighbouring fluorines, and a point off the bond axis. The largest difference from ρ_A⁰/ρ⁰ in any share was 1.7 × 10⁻⁶.

**Q.** That is local. How does the whole molecule compare with a different way of cutting?

**A.** The stockholder partition gives S_min = 0.1386 electron nat. I compare two rivals with the same ρ and the same references.

Giving each point to its nearest nucleus yields S = 5.8935. The splitting predicts an excess equal to the distance between the rival and the stockholder densities. Evaluated separately, that distance is 5.7550, and

0.1386 + 5.7550 = 5.8936,

which agrees to rounding. Both sums use the same integration grid, so their agreement does not test the grid. The density of this rival jumps at the cell borders, which makes its S converge slowly: finer grids lower it by about 0.1, to about 5.8, while S_min moves by no more than about 10⁻⁴.

The second rival shares the density in proportion to √ρ_A⁰. It yields S = 9.5633, with a separately evaluated excess of 9.4247. It is smooth, yet worse than the sharp cut. Where two references have ratio R, this rival uses √R, which is closer to one, so it hands density to atoms whose references are small there. The logarithm penalises that.

**Q.** Those rivals are far away. How steep is the minimum close by?

**A.** Let ρ_A = ρ_A^H + ε d_A with Σ_A d_A = 0, and define u_A = d_A/ρ_A^H, assumed bounded. The splitting gives

S − S_min = ∫ Σ_A ρ_A^H (1 + εu_A) ln(1 + εu_A) dr.

For small ε,

(1 + εu) ln(1 + εu) = εu + ε²u²/2 − ε³u³/6 + … .

The linear term is ε ∫ Σ_A d_A dr = 0. To leading order,

S − S_min = (ε²/2) ∫ Σ_A d_A²/ρ_A^H dr.

This is positive unless every d_A vanishes. Moving a given density costs most where the atom losing or gaining it has little.

For a concrete transfer from W to one F, choose d_F = ρ_W^H ρ_F^H/ρ and d_W = −d_F. At ε = 0.05 the formula predicts a rise of 5.083 × 10⁻⁴ electron nat. The mean of S at +ε and −ε, less S_min, is 5.084 × 10⁻⁴.

**Q.** And the slope? It should be zero.

**A.** The central difference [S(+ε) − S(−ε)]/(2ε) is 4.6 × 10⁻⁵ electron nat. A finite step leaves the cubic term in it. With w_A = ρ_A^H/ρ, we have u_W = −w_F and u_F = w_W, so the leading remainder is

−(ε²/6) ∫ ρ w_W w_F (w_W² − w_F²) dr.

Since |w_W² − w_F²| = |w_W − w_F|(w_W + w_F) ≤ w_W + w_F, its magnitude is at most

(ε²/6) ∫ ρ w_W w_F (w_W + w_F) dr.

The predicted rise is the same integral with ε²/2 in front. The bound is therefore one third of the rise, 1.7 × 10⁻⁴, and the observed slope lies within it. This leading remainder vanishes as ε².

**Q.** What charges come out?

**A.** Integrating the shares gives 13.192 electrons on W and 9.135 on each F. Subtracting from the valence nuclear charges,

q_W = 14 − 13.192 = +0.808 e,

q_F = 9 − 9.135 = −0.135 e.

Six fluorines balance the tungsten to rounding. The three decimals, like the digits quoted for S_min, describe this calculation in the small def2-SVP basis; they are not basis-set limits. A trial in the larger def2-TZVP basis, used for the molecule and the references alike, gives a W charge of about +0.88 e and S_min of about 0.20 electron nat, so the charge shifts by about 0.07 e and S_min by about 0.07 electron nat. The W charge is far below the formal oxidation state +6, which assigns whole electrons by a bonding convention and answers a different question.

**Q.** Kullback-Leibler distances are meant for probability distributions with equal totals. Your tungsten has 13.19 electrons and its reference has 14. Is each term still a distance?

**A.** Not by itself. The W term in S is −0.715, and the six F terms add up to +0.854. A non-negative atomic quantity is

D_A = ∫ [ρ_A ln(ρ_A/ρ_A⁰) − ρ_A + ρ_A⁰] dr,

whose integrand is the expression y g(t) again. Summing,

Σ_A D_A = S − N + N⁰, N⁰ = ∫ ρ⁰ dr.

The shift N⁰ − N is fixed, so D and S select the same partition. For tungsten,

D_W = −0.715 + (14 − 13.192) = 0.093.

The fluorines together have 0.046, so the sum is 0.139 electron nat. Here N = N⁰, and the total equals S_min. By this measure, with these references and this basis, about two thirds of the deformation is booked on tungsten; in the larger-basis trial the fraction is about 0.6.

**Q.** Why not turn each atom into a proper probability distribution first, and compare shapes?

**A.** You may, but then the theorem fails in general. Let N_A = ∫ ρ_A dr and N_A⁰ = ∫ ρ_A⁰ dr, and define the shapes σ_A = ρ_A/N_A and σ_A⁰ = ρ_A⁰/N_A⁰. Weight each shape distance by its population:

T = Σ_A N_A ∫ σ_A ln(σ_A/σ_A⁰) dr.

Because σ_A/σ_A⁰ = (ρ_A/ρ_A⁰)(N_A⁰/N_A),

T = S − Σ_A N_A ln(N_A/N_A⁰).

Now move a small number δN of electrons from W to one F, starting from the stockholder partition. The first variation of S is zero. The derivative of N ln(N/N⁰) is ln(N/N⁰) + 1, and the ones cancel because one atom loses what the other gains. This leaves

δT = −δN [ln(N_F/N_F⁰) − ln(N_W/N_W⁰)].

With our populations the bracket is

ln(9.135/9) − ln(13.192/14) = 0.015 + 0.059 = 0.074.

So T falls by 0.074 per electron moved, to first order. The stockholder partition isn't even stationary for T.

**Q.** Can you show a partition that does better by that measure?

**A.** Multiply each reference by c_A = N_A/N_A⁰ and apply the stockholder rule again. To see why T cannot rise, define

F(ρ_A; c_A) = ∫ Σ_A ρ_A ln[ρ_A/(c_A ρ_A⁰)] dr.

For the old partition, F = T. At fixed c_A, the theorem says that the new partition makes F as small as possible, so F cannot increase. Next replace c_A by c_A′ = N_A′/N_A⁰, where N_A′ are the new populations. This turns F into the new T and lowers it by

Σ_A N_A′ ln(c_A′/c_A) = Σ_A N_A′ ln(N_A′/N_A) ≥ Σ_A (N_A′ − N_A) = 0.

The inequality is the one proved above, and both sets of populations add up to N. In WF₆ one such step takes T from about 0.109 to about 0.100 electron nat. That is a lower value, not a claim to have reached the minimum of T.

**Q.** Suppose I relax the other condition. I keep the total number of electrons but stop insisting on ρ(r) at each point.

**A.** Then the molecule drops out of the problem. Put k = N/N⁰. Since ∫ Σ_A ρ_A dr = N,

S = N ln k + ∫ Σ_A ρ_A ln[ρ_A/(kρ_A⁰)] dr.

By the same inequality the integral is at least N − kN⁰ = 0, with equality for ρ_A = kρ_A⁰. For neutral references and a neutral molecule, k = 1: you get the free atoms back, with S = 0. The 0.139 electron nat found for WF₆ is thus the price, in this measure, of reproducing the molecular density point by point.

If ρ = ρ⁰, that price is zero even with the full constraint, and each atom keeps its reference. If instead one reference dominates at some point, its share there tends to one whatever the value of ρ.

**Q.** Does the result prove that Kullback-Leibler is the right measure?

**A.** No. Reverse its direction, and suppose that ρ and ρ⁰ are positive at the same points and the integrals are finite:

S_rev = ∫ Σ_A ρ_A⁰ ln(ρ_A⁰/ρ_A) dr.

Insert ρ_A⁰ = (ρ⁰/ρ)ρ_A^H, and use Σ_A ρ_A^H = ρ for the common logarithm:

S_rev = ∫ ρ⁰ ln(ρ⁰/ρ) dr + ∫ (ρ⁰/ρ) Σ_A ρ_A^H ln(ρ_A^H/ρ_A) dr.

The second integral is again non-negative and vanishes at the stockholder partition. Two different measures share one minimiser, so the minimiser cannot tell you which measure to prefer.

**Q.** Then everything hangs on the references. How badly?

**A.** Keep the molecular density and replace the neutral references by W with charge +3 and F with charge −0.5, which still sum to 68 electrons. The tungsten charge moves from +0.81 e to +3.05 e (from about +0.88 e to about +3.2 e in the larger basis). Both partitions are minima, each for its own references.

The reason can be read from the rule. If q_A⁰ is the charge of the reference atom,

q_A − q_A⁰ = N_A⁰ − N_A = ∫ ρ_A⁰ (1 − ρ/ρ⁰) dr.

If the promolecule matched the molecule everywhere, the integral would vanish and the atom would keep the charge that was put in. The integral can also be small because regions with ρ < ρ⁰ and regions with ρ > ρ⁰ cancel. For tungsten the right-hand side is 0.81 e with the neutral references and 0.05 e with the charged ones. The second value is small mostly through cancellation: integrating the absolute value instead gives 0.47 e (in the larger basis the two numbers are about 0.2 e and 0.6 e). It is therefore no sign that the charged references fit the molecule better. Nor does S_min settle the matter here. In the def2-SVP basis it is larger for the charged references, 0.194 against 0.139 electron nat, but in the larger-basis trial the order reverses, to about 0.16 against 0.20. The theorem does not choose between the two sets.

**Q.** You also threw away 60 tungsten electrons. Could they change the charge?

**A.** Suppose the missing core has density c(r) ≥ 0, the same in the atom and in the molecule. It is added to ρ and to the W reference, hence also to ρ⁰. The density of one fluorine then changes by

ρ_F⁰ [(ρ + c)/(ρ⁰ + c) − ρ/ρ⁰] = ρ_F⁰ (1 − ρ/ρ⁰) c/(ρ⁰ + c).

The last fraction lies between zero and one. The magnitude is therefore at most ρ_F⁰|1 − ρ/ρ⁰|, however dense the core is. Nearly all of the core lies within 1 Å of the nucleus. If I neglect its small tail outside, integrating this bound over that sphere and summing over the fluorines limits the change of the W charge to 0.03 e. The bond midpoint lies inside the sphere, so the shares quoted there refer to the valence density of this model.

**Q.** WF₆ is used to deposit tungsten films. What may I carry over from your number to the real precursor?

**A.** For the free molecule with neutral references, a W charge of roughly +0.8 to +1 e in the small def2-SVP basis, when the inputs below are changed one at a time. The octahedral shape is that of the real molecule, and 1.8 Å is a rough, typical W-F distance. Stretching all six bonds to 1.9 Å, with functional, basis and type of reference unchanged, raises the charge by 0.02 e. Using the PBE0 molecular density with the PBE references kept raises it by 0.15 e, to 0.95 e. Free W and F atoms are spin-polarised; using such neutral references, with W high-spin 5d⁴6s², and the PBE molecular density raises the charge from 0.81 e by 0.03 e; with W high-spin 5d⁵6s¹ the rise is 0.16 e. Giving the neutral, spin-restricted W reference the configuration 5d⁵6s¹ instead of 5d⁴6s² raises it by 0.14 e, to 0.94 e. A finer integration grid changes it by about 10⁻⁴ e. Among the changes tried, the charge given to the reference atoms matters most, at 2.2 e.

In a reactor the molecule meets a surface, may lose fluorine and no longer has six equal bonds. That breaks the assumption of an isolated octahedron, and these calculations do not say how far the charge then moves. The larger-basis trial raised the charge by about 0.07 e, which is a first estimate of the basis-set error and not a limit. Spin-orbit coupling and vibrations other than the uniform stretch are left unsized.

**Q.** So if I compare two tungsten precursors by their stockholder charges, what must I hold fixed?

**A.** The reference atoms, including their charge and electron configuration, and the level of theory for the molecular densities. Differences then reflect the molecules within one stated convention. They still mix transfer between atoms with a change of shape in the overlap region, because q_A − q_A⁰ integrates 1 − ρ/ρ⁰ with the weight ρ_A⁰. A single charge does not separate the two, and it is not a bond energy.

Numbers as computed

```
W-F distance, chosen: 1.80 angstrom
Valence electrons in WF6: 68
Integrated electrons: 67.99966
At the midpoint of one W-F bond:
  molecular density: 1.26658 e/angstrom^3
  W reference density: 0.99104 e/angstrom^3
  bonded F reference: 0.31441 e/angstrom^3
  other five F references: 0.000906 e/angstrom^3
  promolecular density: 1.30635 e/angstrom^3
  W share: 0.75863
  bonded F share: 0.24068
  density assigned to W: 0.96087 e/angstrom^3
  density assigned to bonded F: 0.30484 e/angstrom^3
Largest share error, direct minimisation: 1.69e-06
W population: 13.1917 electrons
Mean F population: 9.1347 electrons
W charge: 0.8083 e
Mean F charge: -0.1347 e
Minimum information distance S: 0.13855 electron nat
  W term: -0.71538 electron nat
  sum of F terms: 0.85393 electron nat
  generalised W term: 0.09305 electron nat
  sum of generalised F terms: 0.04566 electron nat
Nearest-nucleus partition S: 5.89350 electron nat
  excess over minimum: 5.75495 electron nat
Square-root partition S: 9.56326 electron nat
  excess over minimum: 9.42470 electron nat
Transfer step: 0.05
Central slope at minimum: 4.60e-05 electron nat
Measured rise: 5.084380e-04 electron nat
Second-order rise: 5.083141e-04 electron nat
Shape distance, stockholder: 0.108888 electron nat
Shape distance, one rescaling: 0.100463 electron nat
W charge with W(3+), F(0.5-) references: 3.0451 e
W charge with PBE0 molecular density: 0.9534 e
Longer W-F distance: 1.90 angstrom
W charge at longer distance: 0.8282 e
W charge change, finer quadrature: -1.33e-04 e
Assumed W core radius: 1.00 angstrom
Bound on charge change from omitted core: 0.02985 e
```
